# Squaring and Exponentiating the Dirac Spin-Field Matrix

## The problem

A uniform, constant, real electromagnetic field acts on a Dirac spinor through the matrix

$$M=\tfrac12\,\sigma^{\mu\nu}F_{\mu\nu},\qquad \sigma^{\mu\nu}=\tfrac{i}{2}[\gamma^\mu,\gamma^\nu].$$

(a) Find $(\sigma^{\mu\nu}F_{\mu\nu})^2$ in terms of $\mathbf E$ and $\mathbf B$.
(b) Find $S=e^{-ikM}$ in closed form for real $k$.
(c) For which fields does the power series of $S$ in $k$ stop, and at what order?
(d) An electron starts at rest with spin up along $z$. Find its spinor and kinetic energy after a given proper time in two fields, one of them with $\mathbf E\perp\mathbf B$ and $|\mathbf E|=|\mathbf B|$.

The algebra uses Gaussian atomic units, $\hbar=m=e=1$, in which $\mathbf E$ and $\mathbf B$ have the same unit and $c\approx137$. The metric is $(+,-,-,-)$, and

$$F_{0i}=E_i,\qquad F_{ij}=-\epsilon_{ijk}B_k,\qquad \gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3 .$$

## Writing $M$ in terms of the fields

In the Dirac representation, in $2\times2$ blocks,

$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\quad
\alpha_i=\gamma^0\gamma^i=\begin{pmatrix}0&\sigma_i\\\sigma_i&0\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

Different gamma matrices anticommute, so $\sigma^{\mu\nu}=i\gamma^\mu\gamma^\nu$ for $\mu\neq\nu$. This gives $\sigma^{0i}=i\alpha_i$. For different space indices, $\gamma^i\gamma^j$ has $-\sigma_i\sigma_j=-i\epsilon_{ijk}\sigma_k$ in both diagonal blocks, so $\sigma^{ij}=\epsilon_{ijk}\Sigma_k$.

The sum over $\mu,\nu$ counts each pair twice. The pairs $0i$ and $i0$ contribute equally, and the factor $\tfrac12$ in $M$ leaves $i\alpha_iE_i$. The space part is

$$\tfrac12\sigma^{ij}F_{ij}=-\tfrac12\epsilon_{ijk}\epsilon_{ijl}\Sigma_kB_l=-\boldsymbol\Sigma\cdot\mathbf B,$$

because $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$. Therefore

$$M=i\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\Sigma\cdot\mathbf B. \tag{1}$$

## A tempting solution

Square (1). Since $(\boldsymbol\alpha\cdot\mathbf E)^2=E^2$ and $(\boldsymbol\Sigma\cdot\mathbf B)^2=B^2$, the two squares give $-E^2+B^2$. For the cross terms, look at a typical pair:

$$\alpha_x\Sigma_y+\Sigma_y\alpha_x=0,$$

since $\sigma_x$ and $\sigma_y$ anticommute. The cross terms then seem to cancel, with the result

$$M^2=B^2-E^2\qquad\text{(wrong)}.$$

If this number is called $X$, the exponential would be $\cos(k\sqrt X)-iM\sin(k\sqrt X)/\sqrt X$, and the series would stop at first order whenever $|\mathbf E|=|\mathbf B|$, whatever the angle between the fields.

## Where it fails

The pair $\alpha_x,\Sigma_y$ is not typical. For equal indices,

$$\alpha_z\Sigma_z=\begin{pmatrix}0&\sigma_z^2\\\sigma_z^2&0\end{pmatrix}=\begin{pmatrix}0&1\\1&0\end{pmatrix}=\Sigma_z\alpha_z .$$

These matrices commute, and their products add instead of cancelling. The matrix on the right is $\gamma_5$. To see this, use $\gamma^1\gamma^2=-i\Sigma_z$ and the fact that $\gamma^0$ commutes with $\Sigma_z$:

$$\gamma_5=i\gamma^0(-i\Sigma_z)\gamma^3=\Sigma_z\gamma^0\gamma^3=\Sigma_z\alpha_z .$$

A field with $\mathbf E=\mathbf B=F\hat{\mathbf z}$ exposes the error. The wrong formula gives $M^2=0$. Direct multiplication gives

$$M^2=F^2(i\alpha_z-\Sigma_z)^2=F^2(-1+1-2i\alpha_z\Sigma_z)=-2i\gamma_5F^2\neq0 .$$

The missing term is present whenever $\mathbf E$ has a component along $\mathbf B$.

## (a) The square

The block forms show that $\alpha_i=\gamma_5\Sigma_i$, that $\gamma_5$ commutes with every $\Sigma_i$, and that $\gamma_5^2=1$. Equation (1) becomes

$$M=-\boldsymbol\Sigma\cdot\mathbf f,\qquad \mathbf f=\mathbf B-i\gamma_5\mathbf E .$$

The components of $\mathbf f$ contain only the unit matrix and $\gamma_5$, so they commute with one another and with $\boldsymbol\Sigma$. With $\Sigma_i\Sigma_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$,

$$M^2=\Sigma_i\Sigma_jf_if_j=\mathbf f\cdot\mathbf f+i\epsilon_{ijk}\Sigma_kf_if_j .$$

The last term vanishes because $f_if_j$ is symmetric in $i,j$ and $\epsilon_{ijk}$ is antisymmetric. Expanding the first,

$$\mathbf f\cdot\mathbf f=B^2-2i\gamma_5\,\mathbf E\cdot\mathbf B+(-i\gamma_5)^2E^2 ,$$

and $(-i\gamma_5)^2=-1$. Define $X=B^2-E^2$ and $Y=\mathbf E\cdot\mathbf B$. Then

$$M^2=X-2i\gamma_5Y,\qquad
(\sigma^{\mu\nu}F_{\mu\nu})^2=4M^2=4(B^2-E^2)-8i\gamma_5\,\mathbf E\cdot\mathbf B. \tag{2}$$

The coefficient of $\gamma_5$ is imaginary. Its sign depends on the conventions: replacing $\gamma_5$ by $-\gamma_5$ in the definition reverses it.

## (b) The exponential

The square is not a number, but it commutes with $M$, and it has a square root built from the unit matrix and $\gamma_5$. Try $L=a-ib\gamma_5$ with real $a,b$:

$$L^2=a^2-b^2-2iab\gamma_5 .$$

This equals $M^2$ if $a^2-b^2=X$ and $ab=Y$. Then

$$(a^2+b^2)^2=(a^2-b^2)^2+4a^2b^2=X^2+4Y^2 .$$

With $R=\sqrt{X^2+4Y^2}$, adding and subtracting $a^2+b^2=R$ and $a^2-b^2=X$ gives

$$a=\sqrt{\frac{R+X}{2}},\qquad b=\pm\sqrt{\frac{R-X}{2}},$$

where the sign of $b$ is that of $Y$. If $Y=0$, either sign will do.

Now separate the even and odd powers in the exponential series, using $M^{2n}=L^{2n}$:

$$e^{-ikM}=\sum_n\frac{(-1)^nk^{2n}L^{2n}}{(2n)!}-iM\sum_n\frac{(-1)^nk^{2n+1}L^{2n}}{(2n+1)!}
=\cos kL-iM\,\frac{\sin kL}{L}. \tag{3}$$

Both sums contain only even powers of $L$, so the choice of root has no effect.

To expand the functions of $L$, note that $\gamma_5^2=1$ implies $\cos(iy\gamma_5)=\cosh y$ and $\sin(iy\gamma_5)=i\gamma_5\sinh y$. The addition theorems give

$$\cos kL=\cos ka\cosh kb+i\gamma_5\sin ka\sinh kb,$$
$$\sin kL=\sin ka\cosh kb-i\gamma_5\cos ka\sinh kb .$$

For $R>0$, the product $(a-ib\gamma_5)(a+ib\gamma_5)=a^2+b^2=R$ shows that $1/L=(a+ib\gamma_5)/R$. Multiplying this by $\sin kL$ and collecting terms with and without $\gamma_5$,

$$e^{-ikM}=C_0+i\gamma_5C_5-iM(S_0+i\gamma_5S_5), \tag{4}$$

$$C_0=\cos ka\cosh kb,\qquad C_5=\sin ka\sinh kb,$$
$$S_0=\frac{a\sin ka\cosh kb+b\cos ka\sinh kb}{R},$$
$$S_5=\frac{b\sin ka\cosh kb-a\cos ka\sinh kb}{R}.$$

Two limits show what the terms do. For $\mathbf E=0$, $a=B$ and $b=0$, so

$$S=\cos kB+i\,\boldsymbol\Sigma\cdot\hat{\mathbf B}\,\sin kB ,$$

a rotation about $\mathbf B$. For $\mathbf B=0$, $a=0$ and $|b|=E$, so

$$S=\cosh kE+\boldsymbol\alpha\cdot\hat{\mathbf E}\,\sinh kE ,$$

a boost along the line of $\mathbf E$.

## (c) When the series stops

If $X=Y=0$, equation (2) gives $M^2=0$. Every term from second order on contains $M^2$, and

$$e^{-ikM}=1-ikM \tag{5}$$

for every $k$, however large. Such a field is called null: $\mathbf E$ and $\mathbf B$ are perpendicular and equally strong. If the field is not zero, neither is $M$, so the first-order term is really there.

Conversely, suppose the field is real and not null. Then

$$M^2(X+2i\gamma_5Y)=X^2+4Y^2=R^2>0 ,$$

so $M$ has the inverse $M(X+2i\gamma_5Y)/R^2$. No power of an invertible matrix vanishes, and the series has a nonzero term at every order. Thus among nonzero real fields the null ones are the only ones for which it stops. Equal strength alone is not enough.

For a nearly null field, the first neglected term is $-k^2M^2/2$. On the subspaces $\gamma_5=\pm1$, $M^2$ is the number $X\mp2iY$, of modulus $R$, so this term has spectral norm $k^2R/2$. The next one has norm $|k|^3R\,\|M\|/6$. Small $k^2R$ therefore does not ensure a small absolute error if $|k|\,\|M\|$ is large, although the norm of this cubic term is only $k^2R/6$ times that of the first-order term.

## What $S$ does to a particle

The matrix $S$ becomes physical through its action on the gamma matrices. Let $G^\mu(k)=S^{-1}\gamma^\mu S$. Differentiation gives

$$\frac{dG^\mu}{dk}=S^{-1}\,i[M,\gamma^\mu]\,S .$$

For $\alpha\neq\beta$, moving $\gamma^\mu$ through the product with anticommutators yields

$$[\sigma^{\alpha\beta},\gamma^\mu]=i\left(\gamma^\alpha\{\gamma^\beta,\gamma^\mu\}-\{\gamma^\alpha,\gamma^\mu\}\gamma^\beta\right)=2i\left(\gamma^\alpha g^{\beta\mu}-g^{\alpha\mu}\gamma^\beta\right).$$

Contract with $\tfrac12F_{\alpha\beta}$. By antisymmetry of $F$ the two terms are equal, so $[M,\gamma^\mu]=-2iF^\mu{}_\nu\gamma^\nu$. Hence $dG^\mu/dk=2F^\mu{}_\nu G^\nu$, and

$$S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu,\qquad \Lambda=e^{2kF}, \tag{6}$$

where $F$ in the exponent is the matrix $F^\mu{}_\nu$.

The Lorentz force on a charge $q$ is $du^\mu/d\tau=(q/c)F^\mu{}_\nu u^\nu$ in these units, with solution $u(\tau)=e^{(q\tau/c)F}u(0)$. This is $\Lambda u(0)$ if

$$k=\frac{q\tau}{2c}.$$

The matrices $\sigma^{\mu\nu}$ satisfy $\gamma^0(\sigma^{\mu\nu})^\dagger\gamma^0=\sigma^{\mu\nu}$, so for real $k$ and real fields $\gamma^0S^\dagger\gamma^0=S^{-1}$. With $\bar\psi=\psi^\dagger\gamma^0$, the spinor $S\psi$ has the same $\bar\psi\psi$ as $\psi$, and its current $\bar\psi\gamma^\mu\psi$ is multiplied by $\Lambda$. A positive-energy spinor at rest has vanishing lower components, and with $\bar\psi\psi=1$ its current is $(1,0,0,0)=u^\mu(0)/c$. For such a starting spinor the current is therefore $u^\mu/c$ at all later proper times.

This describes a spinor carried along a classical orbit, not a wave packet solving the Dirac equation. The overall phase of the spinor, including the part due to the rest energy, is left out; it cancels in $\bar\psi\psi$ and in the current. Radiation reaction is left out; for the two examples below, the Larmor formula gives radiated energies of about 0.008 eV and 0.03 eV, negligible beside kinetic energies of $10^5$ to $10^6$ eV. Since $\gamma_5$ commutes with $S$, the spin vector $\bar\psi\gamma^\mu\gamma_5\psi$ is transported by the same $\Lambda$, which is the motion for $g=2$; the anomalous magnetic moment is neglected. In the examples below it would change the components of the spin four-vector by up to about $2\times10^{-3}$ and $4\times10^{-3}$. If the field changes along the orbit, matrices $M$ at different times need not commute, and one exponential of the integrated field is then not justified.

For null fields, (5) and (6) also fix the order at which $\Lambda$ stops:

$$\Lambda^\mu{}_\nu\gamma^\nu=(1+ikM)\gamma^\mu(1-ikM)=\gamma^\mu+ik[M,\gamma^\mu]+k^2M\gamma^\mu M .$$

There is no cubic term, so $F^3=0$. The spinor changes linearly in proper time, while the four-velocity, being bilinear in the spinor, may contain a quadratic term. The ordinary velocity $c\,\mathbf u/u^0$ is a ratio of such polynomials and need not be a polynomial itself.

## (d) Two fields in numbers

Fields are now given as $e\mathbf E$ and $e\mathbf B$ in eV/angstrom. Restoring the mass and setting $q=-e$ gives $k=-c\tau/(2mc^2)$. For $c\tau=2000$ angstrom and $mc^2=510999$ eV,

$$k=-\frac{2000}{2\times510999}=-1.95695\times10^{-3}\ \text{angstrom/eV}.$$

The initial spinor is $\chi=(1,0,0,0)$. The field values below are chosen so that $k$ times the field is of order one. A value of 500 eV/angstrom corresponds to $5\times10^{12}$ V/m, or about $1.7\times10^4$ T. This is far above any static laboratory field, though only about $4\times10^{-6}$ of the critical field for pair creation. The motion lasts about 1 fs of laboratory time and covers 0.1 to 0.2 µm, so the examples are idealizations in which the field is taken as constant over that span.

**A field that is not null.** Take $e\mathbf E=(0,0,300)$ and $e\mathbf B=(500,0,400)$. In units of (eV/angstrom)$^2$,

$$X=500^2+400^2-300^2=320000,\qquad Y=300\times400=120000,$$

and $R=\sqrt{320000^2+240000^2}=400000$. Hence $a=\sqrt{360000}=600$ and $b=\sqrt{40000}=200$ eV/angstrom, so $ka=-1.17417$ and $kb=-0.39139$. The coefficients in (4) are

$$C_0=0.41628,\quad C_5=0.37029,$$
$$S_0=-1.56843\times10^{-3},\quad S_5=-2.64331\times10^{-4}\ \text{angstrom/eV}.$$

The wrong formula would have no $\gamma_5$ term where $C_5$ stands, and would put $\cos(k\sqrt X)=0.447$ in place of $C_0$.

To apply (4) to $\chi$, first use (1): $\alpha_z$ moves the entry 1 to the third place, $\Sigma_z$ leaves it and $\Sigma_x$ moves it to the second. Thus

$$M\chi=(-400,\,-500,\,300i,\,0).$$

The matrix $\gamma_5$ exchanges the upper and lower pairs, so $\gamma_5M\chi=(300i,0,-400,-500)$ and $\gamma_5\chi=(0,0,1,0)$. Since $-iM\,i\gamma_5S_5=S_5\gamma_5M$, the components of $\psi=S\chi$ are

$$\psi_1=C_0+i(400S_0+300S_5)=0.4163-0.7067i,$$
$$\psi_2=500iS_0=-0.7842i,$$
$$\psi_3=300S_0-400S_5+iC_5=-0.3648+0.3703i,$$
$$\psi_4=-500S_5=0.1322 .$$

The Lorentz factor is $u^0/c=\psi^\dagger\psi$, the sum of the squared moduli, which is 1.5753. The kinetic energy is

$$0.5753\times510999\ \text{eV}\approx2.94\times10^5\ \text{eV}\approx1.08\times10^4\ \text{hartree}.$$

The momentum times $c$ is $(-2.41,\,3.88,\,-4.23)\times10^5$ eV. Its $z$ component is opposite to $\mathbf E$, so the electron, being negative, is still gaining energy at that moment. The magnetic field does no work, but it turns the velocity and produces the other two components.

**The null field.** Take $e\mathbf E=(F,0,0)$ and $e\mathbf B=(0,F,0)$ with $F=500$ eV/angstrom. Both invariants vanish, and $kF=-0.9785$ is not small. From $\alpha_x\chi=(0,0,0,1)$ and $\Sigma_y\chi=(0,i,0,0)$,

$$M\chi=iF(0,-1,0,1),$$
$$\psi=(1-ikM)\chi=(1,\,-kF,\,0,\,kF)=(1,\,0.9785,\,0,\,-0.9785).$$

The Lorentz factor is $\psi^\dagger\psi=1+2(kF)^2=2.9148$. The momentum follows from $\psi^\dagger\boldsymbol\alpha\psi$:

$$p_xc=2kF\,mc^2=-1.00\times10^6\ \text{eV},\qquad p_y=0,$$
$$p_zc=-2\psi_2\psi_4\,mc^2=2(kF)^2mc^2=9.78\times10^5\ \text{eV}.$$

The kinetic energy is also $2(kF)^2mc^2$, that is $9.78\times10^5$ eV or $3.60\times10^4$ hartree. It equals $p_zc$, with $z$ the direction of $\mathbf E\times\mathbf B$. The transverse momentum grows linearly with proper time; the forward momentum and the energy gain grow quadratically. These are the first- and second-order terms of $\Lambda$.

For both fields, direct numerical integration of the Lorentz force reproduces the components of $u^\mu/c$ to better than $10^{-7}$.

**Cutting the series.** The spectral norm of $e^{-ikM}-(1-ikM)$ measures the absolute error of the first-order form; on this scale the unit matrix has norm 1. It is 0.90 for the first field, where the second-order term alone has norm $k^2R/2=0.77$. For the null field it is $6\times10^{-16}$, which is rounding error, since the computed $M^2$ is zero. The remaining values are in the numerical output below.

## Computed values

```
electron rest energy mc^2 = 510999.0 eV
path parameter c*tau = 2000 angstrom
k = -c*tau/(2mc^2) = -1.956951e-03 angstrom/eV
--- general field ---
eE = (0, 0, 300) eV/angstrom
eB = (500, 0, 400) eV/angstrom
X = B^2-E^2 = 320000 (eV/angstrom)^2
Y = E.B = 120000 (eV/angstrom)^2
R = 400000 (eV/angstrom)^2
a = 600.0 eV/angstrom
b = 200.0 eV/angstrom
k*a = -1.17417 (dimensionless)
k*b = -0.39139 (dimensionless)
C0 = 0.41628 (dimensionless)
C5 = 0.37029 (dimensionless)
S0 = -1.568429e-03 angstrom/eV
S5 = -2.643311e-04 angstrom/eV
final spinor = (0.4163-0.7067i, 0.0000-0.7842i, -0.3648+0.3703i, 0.1322+0.0000i) (dimensionless)
Lorentz factor = 1.57532 (dimensionless)
momentum times c = (-240550, 387824, -422629) eV
kinetic energy = 293990 eV
kinetic energy converted = 10803.9 hartree
--- null field ---
eE = (500, 0, 0) eV/angstrom
eB = (0, 500, 0) eV/angstrom
X = B^2-E^2 = 0 (eV/angstrom)^2
Y = E.B = 0 (eV/angstrom)^2
R = 0 (eV/angstrom)^2
a = 0.0 eV/angstrom
b = 0.0 eV/angstrom
k*a = -0.00000 (dimensionless)
k*b = -0.00000 (dimensionless)
C0 = 1.00000 (dimensionless)
C5 = 0.00000 (dimensionless)
S0 = -1.956951e-03 angstrom/eV
S5 = 0.000000e+00 angstrom/eV
final spinor = (1.0000+0.0000i, 0.9785+0.0000i, 0.0000+0.0000i, -0.9785+0.0000i) (dimensionless)
Lorentz factor = 2.91483 (dimensionless)
momentum times c = (-1000000, 0, 978476) eV
kinetic energy = 978476 eV
kinetic energy converted = 35958.3 hartree
--- stopping of the series ---
k*|E| in null field = -0.97848 (dimensionless)
largest entry of M^2, null = 0.0e+00 (eV/angstrom)^2
first-order error (spectral norm), general = 0.8957 (dimensionless)
first-order error (spectral norm), null = 6.1e-16 (dimensionless)
```
